# From infrared intensity in km/mol to a static permittivity contribution

**Question**

I am estimating how much a molecular vibration adds to the static permittivity of a polymer interlayer dielectric. For one mode I have an infrared intensity of 100 km/mol at 1000 cm⁻¹, calculated for an isolated molecule. The film contains $10^{22}$ such groups per cubic centimetre. I am willing to neglect local-field corrections at first.

I cannot get from a length per mole to a dimensionless permittivity. The intensity describes absorption at 1000 cm⁻¹, and I want the response at zero frequency. Does the linewidth matter? Should the refractive index of the film appear? And how bad is the neglect of the local field?

**Answer**

The link is the dipole derivative of the mode. It fixes both how strongly the mode absorbs and how far a static field displaces it. I derive each relation in SI units and then eliminate the dipole derivative.

**1. Static response**

Let $Q$ be the mass-weighted normal coordinate, so that the kinetic energy is $\dot Q^2/2$ and the potential energy is $\omega_0^2Q^2/2$. Take the dipole as linear in $Q$, with derivative vector $\boldsymbol\mu'$. The coupling energy $-Q\,\boldsymbol\mu'\cdot\mathbf E$ and a damping rate $\gamma$ give

$$\ddot Q+\gamma\dot Q+\omega_0^2Q=\boldsymbol\mu'\cdot\mathbf E .$$

In a static field the time derivatives vanish. With $\theta$ the angle between $\boldsymbol\mu'$ and $\mathbf E$,

$$Q=\frac{\mu'E\cos\theta}{\omega_0^2},\qquad p_\parallel=\mu'Q\cos\theta=\frac{\mu'^2\cos^2\theta}{\omega_0^2}\,E .$$

For random orientations $\langle\cos^2\theta\rangle=1/3$. The polarization of $N$ groups per volume is $P=N\langle p_\parallel\rangle$. Neglecting local fields means that $E$ is the macroscopic field, so

$$\Delta\varepsilon=\frac{P}{\varepsilon_0E}=\frac{N\mu'^2}{3\varepsilon_0\omega_0^2}. \tag{1}$$

Quantum mechanics does not change this for a harmonic mode. Completing the square in the potential shifts its minimum by the same $Q$ and lowers all levels equally. The thermal populations are therefore unchanged, and so is the result at any temperature.

**2. What the intensity measures**

I take the intensity in its Napierian form: light decays as $I=I_0e^{-\alpha z}$, and $A$ is the integral of $\alpha$ over wavenumber $\tilde\nu$, divided by the molar concentration $N_g/N_A$ of a dilute gas. If the mode is degenerate, $A$ includes all partners.

For a field varying as $e^{-i\omega t}$, the equation of motion gives the gas susceptibility

$$\chi(\omega)=\frac{N_g\mu'^2}{3\varepsilon_0}\,\frac{1}{\omega_0^2-\omega^2-i\gamma\omega}.$$

The complex index is $n+i\kappa=\sqrt{1+\chi}\approx1+\chi/2$, hence $\kappa=\mathrm{Im}\,\chi/2$. The amplitude decays as $e^{-\omega\kappa z/c}$ and the intensity twice as fast, so

$$\alpha=\frac{2\omega\kappa}{c}=\frac{\omega\,\mathrm{Im}\,\chi}{c}
=\frac{N_g\mu'^2}{3\varepsilon_0c}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.$$

The area needs the integral

$$J=\int_0^\infty\frac{\gamma\omega^2\,d\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}
=\int_0^\infty\frac{\gamma\,d\omega}{(\omega-\omega_0^2/\omega)^2+\gamma^2}.$$

The substitution $\omega\to\omega_0^2/\omega$ leaves the last denominator unchanged and turns $d\omega$ into $(\omega_0^2/\omega^2)\,d\omega$. Average the two forms and set $u=\omega-\omega_0^2/\omega$, for which $du=(1+\omega_0^2/\omega^2)\,d\omega$:

$$J=\frac12\int_{-\infty}^{\infty}\frac{\gamma\,du}{u^2+\gamma^2}=\frac{\pi}{2}.$$

The width has dropped out. Since $d\omega=2\pi c\,d\tilde\nu$,

$$\int\alpha\,d\tilde\nu=\frac{1}{2\pi c}\,\frac{N_g\mu'^2}{3\varepsilon_0c}\,\frac{\pi}{2}=\frac{N_g\mu'^2}{12\varepsilon_0c^2},
\qquad A=\frac{N_A\mu'^2}{12\varepsilon_0c^2}. \tag{2}$$

**3. Eliminating the dipole derivative**

Equation (2) gives $\mu'^2=12\varepsilon_0c^2A/N_A$. Insert this in (1) and use $\omega_0=2\pi c\tilde\nu_0$:

$$\Delta\varepsilon=\frac{N}{3\varepsilon_0\omega_0^2}\,\frac{12\varepsilon_0c^2A}{N_A}
=\frac{4c^2NA}{N_A\,4\pi^2c^2\tilde\nu_0^2}
=\boxed{\frac{NA}{\pi^2N_A\tilde\nu_0^2}} \tag{3}$$

With centimetres throughout, $N$ carries cm⁻³, $A/N_A$ carries cm and $1/\tilde\nu_0^2$ carries cm², so the result is dimensionless. One kilometre is $10^5$ cm, so $A=10^7$ cm/mol and

$$\Delta\varepsilon=\frac{10^{22}\times10^{7}}{9.8696\times6.02214\times10^{23}\times(10^{3})^2}
=\frac{10^{29}}{5.944\times10^{30}}=0.0168 .$$

That is about 0.017. The corresponding dipole derivative is 1.54 D/(Å √amu).

If your intensity were defined with a base-10 absorption coefficient, you would first multiply it by $\ln10$, and the answer would be 0.0387. Check the definition before using the number.

At fixed $A$, the contribution varies as $1/\tilde\nu_0^2$: a softer mode with the same dipole derivative is displaced further. An equally intense mode at 400 cm⁻¹ would add $0.0168\times(1000/400)^2=0.105$. A strong band in the mid-infrared therefore need not dominate the static permittivity.

**4. Where the refractive index enters**

The Kramers–Kronig relation reaches the same result directly from a spectrum. At zero frequency it reads

$$\Delta\varepsilon=\frac{2}{\pi}\int_0^\infty\frac{\varepsilon''}{\omega}\,d\omega .$$

From $\varepsilon''=2n\kappa$ and $\alpha=2\omega\kappa/c$ follows $\varepsilon''=nc\alpha/\omega$. Changing to wavenumber gives

$$\Delta\varepsilon=\frac{2c}{\pi}\int_0^\infty\frac{n\alpha}{4\pi^2c^2\tilde\nu^2}\,2\pi c\,d\tilde\nu
=\frac{1}{\pi^2}\int_0^\infty\frac{n\,\alpha}{\tilde\nu^2}\,d\tilde\nu . \tag{4}$$

In a dilute gas $n\approx1$, and a narrow band brings back (3) after scaling from $N_g$ to $N$. So no film index belongs in (3) when $A$ refers to an isolated molecule. It does appear when the absorption was measured in the film.

**5. How bad is the neglect of the local field?**

Suppose that each group feels the Lorentz field $E+P/(3\varepsilon_0)$, which is a mean-field model for an isotropic medium. Let $\chi_e$ be the electronic susceptibility without local-field correction, and let $\chi_0=0.0168$ be the vibrational one from (3). Then

$$P=\varepsilon_0(\chi_e+\chi_0)\left(E+\frac{P}{3\varepsilon_0}\right).$$

Solve for $P$ and write $y=(\chi_e+\chi_0)/3$:

$$\varepsilon=1+\frac{3y}{1-y}=-2+\frac{3}{1-y}.$$

Without the vibration, $y=\chi_e/3$ and $\varepsilon=\varepsilon_\infty$, so $1-\chi_e/3=3/(\varepsilon_\infty+2)=1/L$ with $L=(\varepsilon_\infty+2)/3$. Subtracting the two permittivities gives

$$\Delta\varepsilon_L=\frac{3}{1/L-\chi_0/3}-3L=\frac{\chi_0L^2}{1-\chi_0L/3}. \tag{5}$$

For a rough polymer value $\varepsilon_\infty=2.6$, $L=1.533$ and

$$\Delta\varepsilon_L=\frac{0.016825\times2.351}{1-0.0086}=0.0399 .$$

This is 2.37 times the uncorrected value. The small size of $\chi_0$ does not make the correction small, because $L$ is set by the electronic polarization of the surroundings. Your 0.017 answers the problem as posed, but in this model it is a poor estimate for a dense film.

The same algebra at finite frequency replaces $\chi_0$ by $\chi_0\omega_0^2/(\omega_0^2-\omega^2-i\gamma\omega)$:

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\chi_0L^2\omega_0^2}{\omega_{TO}^2-\omega^2-i\gamma\omega},
\qquad \omega_{TO}^2=\omega_0^2\left(1-\frac{\chi_0L}{3}\right).$$

The maximum of $\omega\varepsilon''$ therefore moves from 1000 to $\tilde\nu_{TO}=995.7$ cm⁻¹. The maximum of the absorption coefficient $\alpha=\omega\varepsilon''/(nc)$ lies slightly above $\tilde\nu_{TO}$, because $n$ falls with frequency there. The area under $\alpha$ also changes. Put $\Omega^2=\chi_0L^2\omega_0^2$. The function $\sqrt{\varepsilon}=n+i\kappa$ is analytic in the upper half-plane, since the poles and zeros of $\varepsilon$ lie in the lower one. At large $|\omega|$ it approaches $\sqrt{\varepsilon_\infty}-\Omega^2/(2\sqrt{\varepsilon_\infty}\,\omega^2)$. Closing the contour with a large upper semicircle, on which $\int d\omega/\omega=i\pi$, gives

$$\int_{-\infty}^{\infty}\omega\left(\sqrt{\varepsilon}-\sqrt{\varepsilon_\infty}\right)d\omega=\frac{i\pi\Omega^2}{2\sqrt{\varepsilon_\infty}} .$$

The imaginary part is the integral of $\omega\kappa$, which is even in $\omega$; half of it belongs to positive frequencies. With $\alpha=2\omega\kappa/c$,

$$\int_0^\infty\alpha\,d\omega=\frac{\pi\Omega^2}{2c\sqrt{\varepsilon_\infty}} .$$

For the uncorrected oscillator in vacuum at the same density, $L=\varepsilon_\infty=1$. The ratio of the two areas is therefore

$$A_{\rm film}=\frac{L^2}{\sqrt{\varepsilon_\infty}}\,A=\frac{2.351}{1.612}\times100=145.8\ \text{km/mol}.$$

Since $\Delta\varepsilon_L=\Omega^2/\omega_{TO}^2$, the film intensity gives

$$\Delta\varepsilon_L=\frac{\sqrt{\varepsilon_\infty}\,N A_{\rm film}}{\pi^2N_A\tilde\nu_{TO}^2}=0.0399 . \tag{6}$$

Use (6) if you start from the bulk absorption coefficient of the film, with surface reflection and interference removed. The local field is already contained in $A_{\rm film}$, so multiplying by $L^2$ again would count it twice. As a test, I integrated (4) numerically for this film with a band width of 20 cm⁻¹; it also gave 0.0399.

**6. Reading the number for a real film**

The density fits a dense aromatic polymer. One phenylene ring of roughly 76 g/mol per counted group implies 1.26 g/cm³. The 1000 cm⁻¹ mode remains a model mode, not an assigned band of a particular polymer, and 0.017 is its own contribution, not the film's total vibrational permittivity. A porous film has a smaller $N$, which lowers (3) in proportion.

Apart from the local field, real films depart from the assumptions in several ways. The estimates below again leave the local field out.

- **Orientation.** For a field normal to the film, $1/3$ in (1) becomes the actual $\langle\cos^2\theta\rangle$. A rough value of 0.25, meaning transition dipoles tilted towards the film plane, lowers the contribution to 0.0126.
- **Spread of mode wavenumbers.** For a Gaussian spread $\sigma$ at fixed intensity, expanding $1/\tilde\nu^2$ to second order gives a relative increase of $3\sigma^2/\tilde\nu_0^2$. With $\sigma=20$ cm⁻¹ this is 0.12%.
- **Anharmonicity.** I used a Morse oscillator with anharmonicity $x_e=0.01$, a linear dipole and its fundamental held at 1000 cm⁻¹, in a field of 1 MV/cm along the transition dipole. The field serves only as a probe; the response is still linear there. The static response exceeds (3), evaluated with the exact wavenumber and intensity of the cold Morse fundamental, by 0.5% at 300 K and 2.8% at 673 K, a temperature representing a hot cure. These figures apply to anharmonic or measured band data. If $A$ and $\tilde\nu_0$ come from a double-harmonic calculation, whose wavenumber for this well would be about 1020 cm⁻¹, the shortfall of (3) is larger, a few percent already at 300 K.
- **Absorbed water.** For freely rotating dipoles $\mu$ in a weak field, the Boltzmann weight is $1+\mu E\cos\theta/(k_BT)$. The mean dipole along the field is then $\mu^2E/(3k_BT)$, and the contribution is $N_w\mu^2/(3\varepsilon_0k_BT)$. A rough uptake of 0.2 wt% gives $N_w=8.4\times10^{19}$ cm⁻³. With a rough dipole of 1.9 D at 300 K, the result is 0.031, larger than the uncorrected vibrational term. Water bound so that it cannot reorient would not contribute in this way.

For your stated problem, then, use (3) and quote 0.017. For a dense film, use (5) with an isolated-molecule intensity or (6) with a film intensity, and include all infrared-active modes. Within (5), add their $\chi_0$ values before applying the local-field formula. Equation (6) was derived for a single mode; summing it over several bands is only approximate, because the index around each band then differs from $\sqrt{\varepsilon_\infty}$. With a full spectrum of an isotropic film, integrate (4) over all vibrational bands, using the actual $n(\tilde\nu)$. In an oriented film, a spectrum taken at normal incidence gives the contribution for a field in the film plane, through (4) or (6), not the one for a field normal to the film. The numerical output below lists the values used here.

## Calculated quantities

```
Intensity A: 100 km/mol
The same intensity: 1.0e+07 cm/mol
Mode wavenumber: 1000 1/cm
Group density: 1.0e+22 1/cm^3
Avogadro constant: 6.02214e+23 1/mol
Dipole derivative: 1.5384 D/(angstrom sqrt(amu))
Static contribution, formula: 0.016825 (no unit)
Static contribution, orientation average: 0.016825 (no unit)
Static contribution, Kramers-Kronig: 0.016825 (no unit)
Intensity recovered from gas spectrum: 100.000 km/mol
Contribution if A were decadic: 0.0387 (no unit)
Rough group mass: 76 g/mol
Mass density implied: 1.26 g/cm^3
Rough electronic permittivity: 2.6 (no unit)
Band width used in spectra: 20 1/cm
Lorentz factor L: 1.5333 (no unit)
Contribution with Lorentz field: 0.03990 (no unit)
Ratio to uncorrected value: 2.372 (no unit)
Film Kramers-Kronig contribution: 0.03990 (no unit)
Film transverse wavenumber: 995.69 1/cm
Film intensity: 145.81 km/mol
Contribution from film intensity: 0.03990 (no unit)
Rough mean square cosine to normal: 0.25 (no unit)
Normal contribution, aligned film: 0.01262 (no unit)
Rough Gaussian spread: 20 1/cm
Increase from Gaussian spread: 0.120 percent
Applied field: 1.0 MV/cm
Field coupling / vibrational quantum: 0.00474 (no unit)
Morse anharmonicity x_e: 0.010 (no unit)
Morse response / estimate, 300 K: 1.0051 (no unit)
Morse response / estimate, 673 K: 1.0277 (no unit)
Wavenumber of an equally intense low mode: 400 1/cm
Contribution of that low mode: 0.1052 (no unit)
Rough water uptake: 0.2 wt percent
Rough water dipole: 1.9 D
Water density in film: 8.44e+19 1/cm^3
Free-dipole water term, 300 K: 0.0308 (no unit)
```
